# Tunnelling Through a Silicide Contact with a Graded Doping Profile: a program that tests the result

```python
# RESULT UNDER TEST
# Band edge E(x) of a metal / n-silicon contact, measured from the Fermi level:
#   E'' = c (N(x) - n(E)),  E(0) = barrier,  c = e^2/permittivity.
# WKB transmission at the Fermi energy: T = exp(-S), S = 2 * integral of kappa.
# Uniform N, zero temperature, Fermi depth zeta, s = 3 zeta/5:
#   S = [sqrt(b(b+s)) - s asinh(sqrt(b/s))]/E00,  b = barrier,
#   E00 = (hbar/2) sqrt(e^2 N/(mass*permittivity)),  and S -> b/E00 for s -> 0.
# Internal units: eV, nm, nm^-3 (1 nm^-3 = 1e21 cm^-3); masses in electron masses.
import numpy as np
import mpmath
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

# ---------- inputs: rough typical silicon values and a round-number profile ----------
KAPPA, M_LIGHT, M_HEAVY, GAP = 11.7, 0.19, 0.916, 1.12
BARRIER, METAL_DEPTH, TEMPERATURE = 0.6, 10.0, 300.0
depth_table = np.array([0, 1, 2, 3, 4, 5, 7, 10, 15.0])
doping_table = np.array([2.0, 1.9, 1.7, 1.45, 1.2, 1.0, 0.7, 0.5, 0.4]) * 0.1

BETA = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18          # hbar^2/(2 m_e), eV nm^2
C_POISSON = sc.e / (sc.epsilon_0 * KAPPA) * 1e9         # e^2/permittivity, eV nm
KT = sc.k * TEMPERATURE / sc.e
M_DOS = (M_LIGHT**2 * M_HEAVY)**(1 / 3)
C_DENSITY = 6 * (M_DOS / BETA)**1.5 / (3 * np.pi**2)    # six valleys, two spins
# valley groups on a (100) face: number, mass along x, transverse mean mass
GROUPS = [(4, M_LIGHT, np.sqrt(M_LIGHT * M_HEAVY)), (2, M_HEAVY, M_LIGHT)]

gl_x, gl_w = np.polynomial.legendre.leggauss(60)
gl_x, gl_w = (gl_x + 1) / 2, gl_w / 2


def doping(x):
    return np.exp(np.interp(x, depth_table, np.log(doping_table)))


def fermi_depth(density, dos=1.0):
    return (density / (dos * C_DENSITY))**(2 / 3)


def e00(density, mass=M_LIGHT):
    return np.sqrt(BETA * C_POISSON * density / (2 * mass))


def closed_action(b, s, e_char):
    return (np.sqrt(b * (b + s)) - s * np.arcsinh(np.sqrt(b / s))) / e_char


def cold_density(edge, dos=1.0):
    d = np.maximum(-edge, 0)
    return dos * C_DENSITY * d**1.5, -1.5 * dos * C_DENSITY * np.sqrt(d)


# Fermi-Dirac integral of order 1/2 (without gamma factor), tabulated with t = q^2
eta_grid = np.linspace(-40, 20, 1201)
q = np.linspace(0, 9, 1201)
fd_values = trapezoid(2 * q**2 * expit(eta_grid[:, None] - q**2), q, axis=1)
fd_half = CubicSpline(eta_grid, fd_values)
fd_reference = -mpmath.gamma(1.5) * mpmath.re(mpmath.polylog(1.5, -mpmath.e**2))
assert abs(float(fd_half(2.0)) / float(fd_reference) - 1) < 1e-6


def warm_density(edge):
    eta = -edge / KT
    scale = 1.5 * C_DENSITY * KT**1.5
    return scale * fd_half(eta), -scale * fd_half(eta, 1) / KT


def solve_poisson(x, donors, barrier, density=cold_density, dos=1.0):
    """Newton iteration on the finite-difference equation."""
    h2 = (x[1] - x[0])**2
    edge = -fermi_depth(donors, dos)
    edge[0] = barrier
    for _ in range(400):
        n, slope = density(edge)
        res = np.zeros_like(x)
        res[1:-1] = ((edge[2:] - 2 * edge[1:-1] + edge[:-2]) / h2
                     - C_POISSON * (donors - n)[1:-1])
        res[-1] = (edge[-2] - edge[-1]) / h2
        band = np.zeros((3, len(x)))
        band[0, 2:] = 1 / h2
        band[1, 1:-1] = -2 / h2 + C_POISSON * slope[1:-1]
        band[1, 0], band[1, -1] = 1, -1 / h2
        band[2, :-1] = 1 / h2
        # the row of the contact point is the identity: its value is fixed
        step = solve_banded((1, 1), band, -res)
        edge = edge + step
        if np.max(np.abs(step)) < 1e-10:
            return edge
    raise AssertionError("Newton iteration did not converge")


def action(x, edge, energy=0.0, mass=M_LIGHT):
    """WKB action and turning point; x = xt (1-u^2) removes the root endpoint."""
    i = np.nonzero(edge < energy)[0][0]
    if i == 0:
        return 0.0, 0.0
    spline = CubicSpline(x, edge)
    xt = brentq(lambda t: float(spline(t)) - energy, x[i - 1], x[i])
    v = np.maximum(spline(xt * (1 - gl_x**2)) - energy, 0)
    return 2 * np.sum(gl_w * 2 * xt * gl_x * np.sqrt(v * mass / BETA)), xt


def conductance(x, edge, kt):
    """Conductance per area of each valley group, S/cm^2."""
    result = []
    pieces = [(edge.min(), 0.0)] + ([(0.0, edge[0])] if kt else [])
    for count, m_x, m_par in GROUPS:
        total = kt * np.log1p(np.exp(-edge[0] / kt)) if kt else 0.0
        for lo, hi in pieces:
            for u, w in zip(gl_x, gl_w):
                en = lo + (hi - lo) * u
                occ = expit(-en / kt) if kt else 1.0
                total += (hi - lo) * w * occ * np.exp(-action(x, edge, en, m_x)[0])
        result.append(count * 2 * sc.e**2 / sc.h * m_par / (4 * np.pi * BETA)
                      * total * 1e14)
    return np.array(result)


def schroedinger(x, edge, mass=M_LIGHT):
    """Transmission at the Fermi energy from the wave equation."""
    spline = CubicSpline(x, edge)
    k_out = np.sqrt(-edge[-1] * mass / BETA)
    k_metal = np.sqrt(METAL_DEPTH / BETA)
    sol = solve_ivp(lambda t, y: [y[1], spline(t) * mass / BETA * y[0]],
                    (x[-1], 0.0), np.array([1.0, 1j * k_out], complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = (psi + dpsi / (1j * k_metal * mass)) / 2
    reflected = (psi - dpsi / (1j * k_metal * mass)) / 2
    t = k_out / mass / (k_metal * abs(incoming)**2)
    assert abs(t + abs(reflected / incoming)**2 - 1) < 1e-6
    return t


x = np.linspace(0, 24, 2401)

# ---------- characteristic energy: atomic units against SI-based units ----------
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
hartree = sc.physical_constants["Hartree energy in eV"][0]
n_uni = 0.1
e_uni = e00(n_uni)
e_au = 0.5 * np.sqrt(4 * np.pi * n_uni * bohr**3 / (M_LIGHT * KAPPA)) * hartree
assert abs(e_au / e_uni - 1) < 1e-6

# ---------- uniform doping: closed form and approach to the exponential law ----------
flat = np.full_like(x, n_uni)
limit_rows = []
for dos in (1.0, 30.0, 1000.0):
    edge = solve_poisson(x, flat, BARRIER, lambda e, d=dos: cold_density(e, d), dos)
    s = 0.6 * fermi_depth(n_uni, dos)
    s_num = action(x, edge)[0]
    assert abs(s_num / closed_action(BARRIER, s, e_uni) - 1) < 5e-4
    limit_rows.append((dos, fermi_depth(n_uni, dos), s_num, s_num * e_uni / BARRIER))
ratios = [r[3] for r in limit_rows]
assert ratios[0] < ratios[1] < ratios[2] < 1 and ratios[2] > 0.995

s_uni = 0.6 * fermi_depth(n_uni)
uni = {b: solve_poisson(x, flat, b) for b in (0.6, 0.9, 1.2)}
field_sq = float(CubicSpline(x, uni[0.6])(0, 1))**2
assert abs(field_sq / (2 * C_POISSON * n_uni * (0.6 + s_uni)) - 1) < 5e-4
above = action(x, uni[0.6], 0.1)[0]
assert abs(above / closed_action(0.5, s_uni + 0.1, e_uni) - 1) < 5e-4
excess = {}
for b in (0.6, 1.2):
    excess[b] = np.exp(b / e_uni - action(x, uni[b])[0])
    power_law = (4 * b / (np.e * s_uni))**(s_uni / (2 * e_uni))
    assert abs(np.log(excess[b] / power_law)) < 0.02   # next order is s^2/b
assert excess[1.2] > excess[0.6] > 1


# ---------- wave equation confirms the exponent ----------
def prefactor(b):
    v, k = np.sqrt(b * M_LIGHT / BETA) / M_LIGHT, np.sqrt(METAL_DEPTH / BETA)
    return 4 * v * k / (v**2 + k**2)


wave_change = np.log(schroedinger(x, uni[0.9]) / schroedinger(x, uni[0.6]))
wkb_change = (action(x, uni[0.6])[0] - action(x, uni[0.9])[0]
              + np.log(prefactor(0.9) / prefactor(0.6)))
assert abs(wave_change - wkb_change) < 0.1     # WKB is asymptotic, not exact

# ---------- the nonuniform profile ----------
donors = doping(x)
edge = solve_poisson(x, donors, BARRIER)
spline = CubicSpline(x, edge)
s_prof, x_turn = action(x, edge)
t_prof = np.exp(-s_prof)
field = -float(spline(0, 1))
x_coarse = np.linspace(0, 24, 1201)
s_coarse = action(x_coarse, solve_poisson(x_coarse, doping(x_coarse), BARRIER))[0]
assert abs(s_coarse / s_prof - 1) < 1e-3


# independent road: shooting from the contact, bisection on the contact field
def escaped_up(t, y):
    return y[0] - BARRIER - 0.1


def escaped_down(t, y):
    return y[0] + 1.0


escaped_up.terminal = escaped_down.terminal = True
escaped_up.direction, escaped_down.direction = 1, -1


def shoot_rhs(t, y):
    return [y[1], C_POISSON * (doping(t) - C_DENSITY * max(-y[0], 0.0)**1.5)]


low, high = 0.1, 2.0
for _ in range(30):
    middle = (low + high) / 2
    run = solve_ivp(shoot_rhs, (0, 24), [BARRIER, -middle], method="DOP853",
                    rtol=1e-8, atol=1e-10, events=(escaped_up, escaped_down))
    if len(run.t_events[1]):
        high = middle
    else:
        low = middle
field_shoot = (low + high) / 2
assert abs(field_shoot / field - 1) < 5e-4


def uniform_action(n):
    return closed_action(BARRIER, 0.6 * fermi_depth(n), e00(n))


n_equivalent = brentq(lambda n: uniform_action(n) - s_prof, 0.02, 0.6)
assert doping(5.0) < n_equivalent < doping(0.0)
t_surface = np.exp(-uniform_action(donors[0]))
t_simple = np.exp(-BARRIER / e00(donors[0]))
assert t_surface > t_prof
s_more = action(x, solve_poisson(x, 1.1 * donors, BARRIER))[0]
s_lower = action(x, solve_poisson(x, donors, BARRIER - 0.05))[0]

# ---------- contact resistivity, cold and at the temperature of use ----------
g_cold = conductance(x, edge, 0.0)
edge_warm = solve_poisson(x, donors, BARRIER, warm_density)
s_warm = action(x, edge_warm)[0]
g_warm = conductance(x, edge_warm, KT)

# explicit sum over transverse wave vectors of a square of side 300 nm, one valley
e_low = np.linspace(edge_warm.min() + 1e-6, BARRIER - 1e-6, 700)
t_low = np.array([np.exp(-action(x, edge_warm, en)[0]) for en in e_low])
e_x = np.concatenate([e_low, np.linspace(BARRIER, BARRIER + 0.3, 300)])
t_x = np.concatenate([t_low, np.ones(300)])
e_side = np.linspace(0, 0.8, 801)
occ = expit(-(e_x[None, :] + e_side[:, None]) / KT)
per_mode = trapezoid(t_x * occ * (1 - occ) / KT, e_x, axis=1)
side = 300.0
k = 2 * np.pi / side * np.arange(-220, 221)
e_modes = BETA * (k[:, None]**2 / M_LIGHT + k[None, :]**2 / M_HEAVY)
mode_sum = np.sum(np.interp(e_modes, e_side, per_mode, right=0.0))
g_sum = 2 * sc.e**2 / sc.h * mode_sum / side**2 * 1e14
assert abs(g_sum / (g_warm[0] / 4) - 1) < 3e-3

# ---------- sizes of neglected effects ----------
xm = (np.arange(40000) + 0.5) * x_turn / 40000
v = spline(xm)
image = sc.e / (16 * np.pi * sc.epsilon_0 * KAPPA) * 1e9 / xm
dx = x_turn / 40000


def midpoint_action(potential):
    return 2 * dx * np.sum(np.sqrt(np.maximum(potential, 0) * M_LIGHT / BETA))


assert abs(midpoint_action(v) / s_prof - 1) < 1e-4
s_image = midpoint_action(v - image)
lowering = BARRIER - np.max(v - image)
s_gap = midpoint_action(v * (1 - v / GAP))
t_wave = schroedinger(x, edge)

# ---------- output ----------
print("INPUTS")
print(f"barrier {BARRIER:.2f} eV; relative permittivity {KAPPA}; gap {GAP} eV")
print(f"masses: light {M_LIGHT}, heavy {M_HEAVY}, density-of-states {M_DOS:.4f} m_e")
print(f"metal band depth {METAL_DEPTH:.1f} eV; temperature {TEMPERATURE:.0f} K")
print("depth (nm):", *[f"{d:.0f}" for d in depth_table])
print("active doping (1e20 cm^-3):", *[f"{10 * n:.2f}" for n in doping_table])
print(f"grid step {x[1] - x[0]:.3f} nm, length {x[-1]:.0f} nm")
print("UNIFORM DOPING")
print(f"doping {10 * n_uni:.2f} x 1e20 cm^-3; E00 {e_uni:.4f} eV")
print(f"barrier/E00 {BARRIER / e_uni:.4f}; exp(-barrier/E00) {np.exp(-BARRIER / e_uni):.5f}")
print("state-density factor, Fermi depth (eV), S, S*E00/barrier:")
for dos, zeta, s_num, ratio in limit_rows:
    print(f"  {dos:6.0f}  {zeta:.5f}  {s_num:.4f}  {ratio:.4f}")
for b in (0.6, 1.2):
    print(f"T / exp(-barrier/E00) at barrier {b} eV: {excess[b]:.3f}")
print(f"change of ln T, barrier 0.6 to 0.9 eV: wave equation {wave_change:.3f}")
print(f"  same from WKB with contact prefactor: {wkb_change:.3f}")
print("NONUNIFORM PROFILE, ZERO TEMPERATURE")
for d in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0, 5.0, 10.0, 20.0):
    print(f"  band edge at {d:4.1f} nm: {float(spline(d)):8.4f} eV")
print(f"lowest band edge {edge.min():.4f} eV at {x[np.argmin(edge)]:.2f} nm")
print(f"contact field {10 * field:.3f} MV/cm; by shooting {10 * field_shoot:.3f} MV/cm")
print(f"turning point {x_turn:.3f} nm")
print(f"action S {s_prof:.4f} (double grid step: {s_coarse:.4f})")
print(f"transmission T {t_prof:.5f}")
print(f"equivalent uniform doping {10 * n_equivalent:.3f} x 1e20 cm^-3")
print(f"E00 at surface doping {e00(donors[0]):.4f} eV")
print(f"T, uniform surface doping, closed form {t_surface:.5f}")
print(f"T, exp(-barrier/E00) at surface doping {t_simple:.5f}")
print(f"T factor for 10% more doping {np.exp(s_prof - s_more):.3f}")
print(f"T factor for barrier lower by 0.05 eV {np.exp(s_prof - s_lower):.3f}")
print(f"contact resistivity, 0 K {1 / g_cold.sum():.3e} ohm cm^2")
print("SIZES OF NEGLECTED EFFECTS")
print(f"contact resistivity, {TEMPERATURE:.0f} K {1 / g_warm.sum():.3e} ohm cm^2")
print(f"T factor at Fermi energy from warm screening {np.exp(s_prof - s_warm):.3f}")
print(f"heavy-valley share of conductance, 0 K {100 * g_cold[1] / g_cold.sum():.3f} %")
print(f"one-valley conductance: integral {g_warm[0] / 4:.4e}, mode sum {g_sum:.4e} S/cm^2")
print(f"image-force lowering {lowering:.3f} eV; T factor {np.exp(s_prof - s_image):.2f}")
print(f"two-band gap dispersion: T factor {np.exp(s_prof - s_gap):.2f}")
print(f"wave-equation T {t_wave:.5f}; ratio to WKB {t_wave / t_prof:.3f}")
print(f"mean donor spacing at surface {donors[0]**(-1 / 3):.2f} nm")
print(f"donors in a cube of side = turning point {donors[0] * x_turn**3:.2f}")
print("finished without a failed check")
```

Printed output:

```
INPUTS
barrier 0.60 eV; relative permittivity 11.7; gap 1.12 eV
masses: light 0.19, heavy 0.916, density-of-states 0.3210 m_e
metal band depth 10.0 eV; temperature 300 K
depth (nm): 0 1 2 3 4 5 7 10 15
active doping (1e20 cm^-3): 2.00 1.90 1.70 1.45 1.20 1.00 0.70 0.50 0.40
grid step 0.010 nm, length 24 nm
UNIFORM DOPING
doping 1.00 x 1e20 cm^-3; E00 0.1245 eV
barrier/E00 4.8183; exp(-barrier/E00) 0.00808
state-density factor, Fermi depth (eV), S, S*E00/barrier:
       1  0.07413  4.2750  0.8872
      30  0.00768  4.7210  0.9798
    1000  0.00074  4.8047  0.9972
T / exp(-barrier/E00) at barrier 0.6 eV: 1.722
T / exp(-barrier/E00) at barrier 1.2 eV: 1.939
change of ln T, barrier 0.6 to 0.9 eV: wave equation -2.201
  same from WKB with contact prefactor: -2.250
NONUNIFORM PROFILE, ZERO TEMPERATURE
  band edge at  0.0 nm:   0.6000 eV
  band edge at  0.5 nm:   0.3256 eV
  band edge at  1.0 nm:   0.1265 eV
  band edge at  1.5 nm:   0.0005 eV
  band edge at  2.0 nm:  -0.0602 eV
  band edge at  3.0 nm:  -0.0877 eV
  band edge at  5.0 nm:  -0.0744 eV
  band edge at 10.0 nm:  -0.0474 eV
  band edge at 20.0 nm:  -0.0402 eV
lowest band edge -0.0878 eV at 3.10 nm
contact field 6.256 MV/cm; by shooting 6.256 MV/cm
turning point 1.503 nm
action S 3.0415 (double grid step: 3.0415)
transmission T 0.04776
equivalent uniform doping 1.824 x 1e20 cm^-3
E00 at surface doping 0.1761 eV
T, uniform surface doping, closed form 0.05592
T, exp(-barrier/E00) at surface doping 0.03314
T factor for 10% more doping 1.188
T factor for barrier lower by 0.05 eV 1.335
contact resistivity, 0 K 1.501e-08 ohm cm^2
SIZES OF NEGLECTED EFFECTS
contact resistivity, 300 K 1.378e-08 ohm cm^2
T factor at Fermi energy from warm screening 0.916
heavy-valley share of conductance, 0 K 0.374 %
one-valley conductance: integral 1.8040e+07, mode sum 1.8039e+07 S/cm^2
image-force lowering 0.269 eV; T factor 2.03
two-band gap dispersion: T factor 1.62
wave-equation T 0.08640; ratio to WKB 1.809
mean donor spacing at surface 1.71 nm
donors in a cube of side = turning point 0.68
finished without a failed check
```
